# Hartke's average of Poole-Frenkel emission from a Coulombic oxide trap, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one ray to the closed form

### A single way out

Take an electron trap in an oxide that is neutral when filled and carries charge $+q$ when empty. Let the electron leave along one line, straight in the direction in which the field pushes it. I call this direction downfield. Since the electron has charge $-q$, it is opposite to the field vector. The symbol $F>0$ is the magnitude of the field, so the force has magnitude $qF$.

At distance $r$ from the core, two terms make up the electron's energy: attraction to the charge left behind, and work done by the uniform field. With $\varepsilon$ the permittivity of the oxide,

$$U(r)=-\frac{A}{r}-qFr,\qquad A=\frac{q^2}{4\pi\varepsilon}.$$

The zero of energy is the conduction-band edge far from the trap at zero field. The trapped level lies at $-E_t$. I assume that the field does not move this level, because the electron sits near $r=0$, where the field term vanishes.

At $F=0$ the energy rises towards zero as $r\to\infty$, and the electron needs the full depth $E_t$. With the field on, the energy has a top at finite distance:

$$\frac{dU}{dr}=\frac{A}{r^2}-qF=0\quad\Rightarrow\quad r_0=\sqrt{\frac{A}{qF}}.$$

The second derivative, $-2A/r^3$, is negative, so this is a maximum. There the two terms are equal, since $A/r_0=\sqrt{AqF}$ and $qFr_0=\sqrt{AqF}$. The top therefore lies below zero by

$$L=2\sqrt{AqF}=\sqrt{\frac{q^3F}{\pi\varepsilon}}.$$

The last form follows from $4AqF=4q^3F/(4\pi\varepsilon)$. Half of the lowering is Coulomb energy still to be overcome at $r_0$, and half is energy gained from the field on the way.

Let thermal emission have the rate $\nu\exp(-\text{barrier}/kT)$, with an attempt rate $\nu$ that the field leaves alone. The barrier changes from $E_t$ to $E_t-L$, so the rate grows by the factor

$$e^{\gamma},\qquad \gamma=\frac{L}{kT}=\frac{1}{kT}\sqrt{\frac{q^3F}{\pi\varepsilon}}.$$

This is the one-dimensional Poole-Frenkel factor. It requires $L<E_t$; otherwise there is no barrier left to climb.

### Two ways out

Now give the electron a second exit, straight upfield. There the field term changes sign:

$$U(r)=-\frac{A}{r}+qFr,\qquad \frac{dU}{dr}=\frac{A}{r^2}+qF>0.$$

The energy rises at every distance and without limit. There is no barrier top, so no barrier lowering or raising can be read off. A rule has to be supplied, and the one adopted here is that the upfield exit keeps its zero-field rate.

The rule has a simple reading. The upfield energy passes through zero at $r=\sqrt{A/(qF)}$, the same distance $r_0$ as above. To get that far the electron needs the energy $E_t$, just as it does at zero field. The rule thus counts an electron as emitted once it reaches the old band-edge energy. It does not ask what happens when the field turns the electron round and drives it back past the core. The upfield rate is a convention of the model, not a consequence of the potential.

If the two exits are equally likely at zero field, the enhancement is

$$\frac{e(F)}{e(0)}=\tfrac12+\tfrac12e^{\gamma}.$$

At $\gamma=0$ this is one, as it must be. Had the upfield exit been closed instead, an arbitrarily weak field would halve the rate at a stroke. At large $\gamma$ the result is half the one-dimensional factor, because half of the attempts go the wrong way. In three dimensions most attempts go neither straight down nor straight up, so the tilted directions decide the prefactor.

### A tilted ray

Let $\theta$ be the angle between a ray and the downfield direction. Along the ray the electron moves a distance $r\cos\theta$ downfield, so

$$U(r,\theta)=-\frac{A}{r}-qFr\cos\theta .$$

This is the first case with $F$ replaced by $F\cos\theta$. For $\cos\theta>0$ the top and the lowering are

$$r_m(\theta)=\frac{r_0}{\sqrt{\cos\theta}},\qquad \Delta(\theta)=2\sqrt{AqF\cos\theta}=L\sqrt{\cos\theta}.$$

At $\theta=0$ the first case returns. As $\theta\to90^\circ$ the lowering goes to zero and the top moves off to infinity, as for a bare Coulomb well. The lowering therefore joins continuously to the upfield hemisphere, where it is set to zero.

I tested these formulas against a direct numerical maximization of $U$ along rays with $\cos\theta=1$, $0.6$ and $0.1$, at 0.5 MV/cm and relative permittivity 2.1. The positions agreed to better than one part in $10^4$ and the lowerings to better than one part in $10^7$. On rays with $\cos\theta=-0.1$, $-0.6$ and $-1$ the computed energy rose throughout the range from 0.05 to 1000 nm.

One feature of the ray picture needs care. The total force on the electron vanishes where the inward Coulomb force $A/r^2$ balances $qF$ in both magnitude and direction. That happens at a single point, $r=r_0$ on the downfield axis. The top on a tilted ray is a maximum along that ray but not a stationary point of the energy, since a sideways force $qF\sin\theta$ remains. A real electron would bend towards the downfield axis. Treating the rays as independent straight exits is the central assumption of the model. It has a price: if electrons are launched radially from the core and follow their bent paths without scattering, the lowering is $L\cos(\theta/2)$ for every launch direction, including the upfield ones. With the same prefactor, the average over directions is then $2\int_0^1 s\,e^{\gamma s}ds$, which at large $\gamma$ is about twice the straight-ray result derived below.

### All directions

Three assumptions now fix the average:

1. The electron leaves along straight rays, and at zero field the emission rate is the same per unit solid angle.
2. On each downfield ray the rate is multiplied by $\exp[\Delta(\theta)/kT]$, with an unchanged prefactor.
3. On each upfield ray the rate keeps its zero-field value.

At zero field the rate per unit solid angle is $e(0)/4\pi$. With $d\Omega=\sin\theta\,d\theta\,d\varphi$, and with nothing depending on the azimuth $\varphi$, the azimuthal integral gives $2\pi$. The enhancement is therefore

$$H\equiv\frac{e(F)}{e(0)}=\frac{2\pi}{4\pi}\left[\int_0^{\pi/2}e^{\gamma\sqrt{\cos\theta}}\sin\theta\,d\theta+\int_{\pi/2}^{\pi}\sin\theta\,d\theta\right].$$

The second integral equals one, so the upfield hemisphere contributes $\tfrac12$. In the first, put $u=\cos\theta$. Then $du=-\sin\theta\,d\theta$, and the minus sign is used up in reversing the limits:

$$H=\frac12+\frac12\int_0^1e^{\gamma\sqrt u}\,du.$$

The square root goes away with $u=s^2$, $du=2s\,ds$. The factor 2 cancels the $\tfrac12$:

$$H=\frac12+\int_0^1 s\,e^{\gamma s}\,ds.$$

Integrate by parts, differentiating $s$ and integrating the exponential:

$$\int_0^1 s\,e^{\gamma s}ds=\left[\frac{s\,e^{\gamma s}}{\gamma}\right]_0^1-\frac1\gamma\int_0^1e^{\gamma s}ds=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}.$$

Over the common denominator $\gamma^2$ this gives Hartke's formula:

$$\boxed{H(\gamma)=\frac12+\frac{1+(\gamma-1)e^{\gamma}}{\gamma^2}}$$

The trap depth has dropped out. It sets $e(0)$, while the enhancement depends on field, temperature and permittivity through the single number $\gamma$.

As a test that does not use the barrier formula, I found the barrier tops numerically at 80 angles and summed the resulting rates over the sphere. At 400 K, relative permittivity 2.1 and fields of 0.01, 0.1 and 0.5 MV/cm, the sums agreed with $H$ to better than one part in $10^4$.

### The weak-field limit

The closed form looks singular at $\gamma=0$, but the integral is not. Expand the exponential inside it:

$$\int_0^1s\sum_{n=0}^\infty\frac{(\gamma s)^n}{n!}ds=\sum_{n=0}^\infty\frac{\gamma^n}{n!\,(n+2)}.$$

The $n=0$ term is $\tfrac12$, which joins the upfield $\tfrac12$ to make one:

$$H=1+\frac{\gamma}{3}+\frac{\gamma^2}{8}+\frac{\gamma^3}{30}+\cdots$$

The one-dimensional factor begins as $1+\gamma$. The reduction to one third has two sources: half the sphere contributes nothing to the change, and the mean of $\sqrt{\cos\theta}$ over the other half is $\int_0^1\sqrt u\,du=\tfrac23$.

Since $\gamma\propto\sqrt F$, the model predicts that the rate first rises as $\sqrt F$. This limit has to be read with caution. The barrier tops lie at $r_0\propto F^{-1/2}$ or farther out, so in a weak field the formula relies on an undisturbed Coulomb potential at very large distances.

### The strong-field limit

When $\gamma\gg1$, the terms without an exponential can be dropped:

$$H\simeq\frac{\gamma-1}{\gamma^2}e^\gamma\simeq\frac{e^\gamma}{\gamma}.$$

The factor $1/\gamma$ can be seen directly. Near the downfield axis $\cos\theta\simeq1-\theta^2/2$, hence $\sqrt{\cos\theta}\simeq1-\theta^2/4$. The average becomes

$$\frac12\int_0^\infty e^{\gamma-\gamma\theta^2/4}\,\theta\,d\theta=\frac12\,e^\gamma\,\frac{2}{\gamma}=\frac{e^\gamma}{\gamma}.$$

Emission is concentrated in a cone of angle about $2/\sqrt\gamma$, and this cone covers a fraction $1/\gamma$ of the sphere. The one-dimensional factor overestimates the rate because it assigns the best direction to every attempt.

### The slope on a Poole-Frenkel plot

A Poole-Frenkel plot, as used here, shows the logarithm of the emission rate against $\sqrt F$ at fixed temperature. In one dimension the result is a straight line, since $\ln e^\gamma=\gamma\propto\sqrt F$. For the averaged rate, differentiate under the integral and integrate by parts once more:

$$H'(\gamma)=\int_0^1s^2e^{\gamma s}ds=\frac{e^\gamma}{\gamma}-\frac2\gamma\int_0^1s\,e^{\gamma s}ds.$$

Inserting the integral already found gives

$$H'(\gamma)=e^\gamma\left(\frac1\gamma-\frac2{\gamma^2}+\frac2{\gamma^3}\right)-\frac2{\gamma^3}.$$

This expression was tested against finite differences of the angular integral at $\gamma=1$, 5 and 12, with agreement to better than one part in $10^5$.

At large $\gamma$, taking the logarithm of $(\gamma-1)e^\gamma/\gamma^2$ and differentiating gives

$$\frac{d\ln H}{d\gamma}\simeq1+\frac1{\gamma-1}-\frac2\gamma\simeq1-\frac1\gamma .$$

The slope falls short of one because a stronger field also narrows the emission cone. At small $\gamma$ the series gives a slope of $\tfrac13$. The averaged model therefore bends on a Poole-Frenkel plot: it starts shallow and approaches the one-dimensional slope from below.

## Second half: a worked case and the limits of the model

### What is carried over

The field has magnitude $F$, and $\theta$ is measured from the force on the electron. The Coulomb strength is $A=q^2/4\pi\varepsilon$. On the downfield axis the barrier top lies at $r_0=\sqrt{A/qF}$ and is lowered by $L=2\sqrt{AqF}$. On a tilted downfield ray the lowering is $L\sqrt{\cos\theta}$, and upfield rays keep their zero-field rate. With $\gamma=L/kT$,

$$H=\frac{e(F)}{e(0)}=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.$$

This part has derived Hartke's formula for the field enhancement of emission, averaged over straight exit directions, along with its weak-field and strong-field limits and its slope on a Poole-Frenkel plot. What remains is to put in numbers for a hot oxide and to examine the limits of the model, including tunnelling, frequent scattering and the choice of permittivity.
